\section*{How many water molecules strike a hot surface at low pressure?}

\section*{Question}

I am trying to estimate how fast water vapour reaches a wafer during the water pulse of an atomic layer deposition process. The exercise gives a pressure of 1 Pa and a temperature of 500 K, and asks for the number of molecules that strike each square centimetre of the surface per second.

My attempt was to say that one sixth of the molecules move towards the wall, all at the mean speed $\bar v$, so that the rate is $n\bar v/6$, with $n$ the number density. This gives about $1.85\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}$. A friend says the factor should be $1/4$, but could not tell me why. Half of the molecules move towards the wall, so where does the other half go? And once I have the right number, does it tell me how long the pulse must last?

\section*{Answer}

Your friend is right. The trouble with one sixth is that it replaces a spread of directions by six fixed ones. The remedy is to count arrivals using the actual distribution of velocities.

\subsection*{Counting the arrivals}

Take a flat wall facing a dilute gas in equilibrium at temperature $T$. Let $z$ point towards the wall, and let $f(v_z)\,dv_z$ be the fraction of molecules whose normal velocity lies between $v_z$ and $v_z+dv_z$. Consider a time $dt$ so short that collisions between molecules can be ignored during it.

A molecule with $v_z>0$ reaches the wall within $dt$ if its distance from the wall is less than $v_z\,dt$. For an area $A$, such molecules fill a volume $A v_z\,dt$. Sideways motion slants this volume but changes neither its base nor its height, so the volume is the same. The number of arrivals is therefore
\begin{equation}
dN_{\rm hit}=A\,dt\;n\int_0^\infty v_z f(v_z)\,dv_z .
\end{equation}
Dividing by $A\,dt$ gives the impingement rate
\begin{equation}
J=n\int_0^\infty v_z f(v_z)\,dv_z .
\label{eq:count}
\end{equation}
This counts every arrival, whether the molecule then sticks, reacts or leaves again.

For a classical gas the probability of a state is proportional to $e^{-E/kT}$, where $k$ is the Boltzmann constant. The energy of a free water molecule is its translational energy plus its internal energy of rotation and vibration. The exponential of a sum is a product, so the internal part drops out when the velocity distribution is normalized. The two sideways velocities drop out in the same way. With $m$ the molecular mass and
\begin{equation}
\alpha=\frac{m}{2kT},
\end{equation}
the Gaussian integral $\int_{-\infty}^{\infty}e^{-\alpha v^2}dv=\sqrt{\pi/\alpha}$ fixes the normalization:
\begin{equation}
f(v_z)=\sqrt{\frac{\alpha}{\pi}}\;e^{-\alpha v_z^2}.
\end{equation}
The integral needed in Eq.~\eqref{eq:count} follows from the substitution $u=v_z^2$, $du=2v_z\,dv_z$:
\begin{equation}
\int_0^\infty v_z e^{-\alpha v_z^2}dv_z
=\frac12\int_0^\infty e^{-\alpha u}du=\frac{1}{2\alpha}.
\label{eq:first}
\end{equation}
Hence
\begin{equation}
J=n\sqrt{\frac{\alpha}{\pi}}\,\frac1{2\alpha}
=\frac{n}{2\sqrt{\pi\alpha}}
=n\sqrt{\frac{kT}{2\pi m}} .
\label{eq:density}
\end{equation}

\subsection*{Where the factor of one quarter comes from}

The mean speed involves all three velocity components. The volume of a thin spherical shell in velocity space is $4\pi v^2dv$, so
\begin{equation}
\bar v=4\pi\left(\frac{\alpha}{\pi}\right)^{3/2}
\int_0^\infty v^3e^{-\alpha v^2}dv .
\end{equation}
Differentiating Eq.~\eqref{eq:first} with respect to $\alpha$ and changing the sign gives $\int_0^\infty v^3e^{-\alpha v^2}dv=1/(2\alpha^2)$. Therefore
\begin{equation}
\bar v=\frac{2}{\sqrt{\pi\alpha}}
=\sqrt{\frac{8kT}{\pi m}},
\qquad
J=\frac{n}{2\sqrt{\pi\alpha}}=\frac{n\bar v}{4}.
\end{equation}

Your missing half lies in the directions. Half of the molecules do move towards the wall, but most of them move obliquely. If $\theta$ is the angle from the normal, the mean of $\cos\theta$ over the forward hemisphere is
\begin{equation}
\frac{\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta}
{\int_0^{\pi/2}\sin\theta\,d\theta}
=\frac{1/2}{1}=\frac12 .
\end{equation}
Speed and direction are independent in an isotropic gas, so the forward-moving half has a mean normal speed $\bar v/2$. The product is $(n/2)(\bar v/2)=n\bar v/4$. Your estimate has instead a sixth of the molecules moving straight at the wall with speed $\bar v$. Its ratio to the correct rate is $(1/6)/(1/4)=2/3$, so it is too low by one third of the correct value.

\subsection*{Replacing density by pressure}

You are given $p$, not $n$. In equilibrium the molecules leaving the wall have the mirror image of the arriving velocity distribution. On average, then, the wall receives momentum $mv_z$ from arrival and an equal amount from recoil:
\begin{equation}
p=2mn\int_0^\infty v_z^2f(v_z)\,dv_z .
\end{equation}
To evaluate this, differentiate $\int_0^\infty e^{-\alpha v^2}dv=\frac12\sqrt{\pi/\alpha}$ with respect to $\alpha$, which gives
\begin{equation}
\int_0^\infty v^2e^{-\alpha v^2}dv
=\frac{\sqrt\pi}{4\alpha^{3/2}} .
\end{equation}
Thus
\begin{equation}
p=2mn\sqrt{\frac{\alpha}{\pi}}\,
\frac{\sqrt\pi}{4\alpha^{3/2}}
=\frac{mn}{2\alpha}=nkT .
\end{equation}
Putting $n=p/(kT)$ into Eq.~\eqref{eq:density},
\begin{equation}
J=\frac{p}{kT}\sqrt{\frac{kT}{2\pi m}}
=\frac{p}{\sqrt{2\pi mkT}} .
\label{eq:J}
\end{equation}

At fixed pressure $J$ falls as $T^{-1/2}$: a hotter gas is faster, which raises $J$ by $T^{1/2}$, but also thinner, which lowers it by $T^{-1}$. In a sealed volume, where $n$ is fixed instead, $J$ rises as $T^{1/2}$.

\subsection*{The number}

A water molecule has a mass of $18.015$ atomic mass units, or $m=2.9915\times10^{-26}$ kg. At 500 K, $kT=6.9032\times10^{-21}$ J, so
\begin{align}
2\pi mkT&=1.2975\times10^{-45}\ \mathrm{kg^2\,m^2\,s^{-2}},\\
\sqrt{2\pi mkT}&=3.6021\times10^{-23}\ \mathrm{kg\,m\,s^{-1}}.
\end{align}
Since $1\ \mathrm{Pa}=1\ \mathrm{kg\,m^{-1}\,s^{-2}}$, the quotient has the unit $\mathrm{m^{-2}\,s^{-1}}$:
\begin{equation}
J=\frac{1\ \mathrm{Pa}}{3.6021\times10^{-23}\ \mathrm{kg\,m\,s^{-1}}}
=2.776\times10^{22}\ \mathrm{m^{-2}\,s^{-1}} .
\end{equation}
One square metre contains $10^4$ square centimetres, so
\begin{equation}
\boxed{J\simeq2.8\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}.}
\end{equation}
The other route agrees: with $n=1.449\times10^{14}\ \mathrm{cm^{-3}}$ and $\bar v=766.6$ m/s, $n\bar v/4$ gives the same rate.

The formula was also tested by numerical integration over the three-dimensional velocity distribution at 300, 500 and 700 K, with agreement to better than one part in $10^9$. A cruder test drew two million random molecules and counted those that flew into a wall. It gave $2.80\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}$, which is 0.8\% above the formula. The expected statistical error of that count is about 0.3\%, so this is a rather large chance deviation, but the integration has no such scatter.

\subsection*{How long must the pulse last?}

The arrival rate alone does not settle this. You also need the density of reactive sites, $N$, and the probability $s$ that a molecule arriving at an empty site reacts. Suppose that all sites are alike, that each accepts one molecule, and that $s$ is constant. Each site receives $J/N$ arrivals per unit time. If $\Theta$ is the filled fraction, only the empty fraction $1-\Theta$ can react, so
\begin{equation}
\frac{d\Theta}{dt}=\frac{sJ}{N}(1-\Theta).
\end{equation}
Separate the variables and integrate from an empty surface at $t=0$:
\begin{equation}
\int_0^{\Theta}\frac{d\Theta'}{1-\Theta'}=\frac{sJ}{N}\int_0^t dt'
\quad\Longrightarrow\quad
-\ln(1-\Theta)=\frac{sJt}{N}.
\end{equation}
Hence
\begin{equation}
\Theta=1-e^{-sJt/N},\qquad
t=-\frac{N}{sJ}\ln(1-\Theta).
\end{equation}
At early times $\Theta\simeq sJt/N$, because nearly every arrival finds an empty site. Later, most arrivals are wasted on filled sites.

Take the illustrative values $N=10^{15}\ \mathrm{cm^{-2}}$ and $s=0.01$. Real values of $s$ can be much smaller; those reported for water in thermal alumina deposition are nearer $10^{-4}$. The mean time between arrivals at one site is
\begin{equation}
\frac NJ=\frac{10^{15}\ \mathrm{cm^{-2}}}
{2.776\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}}=0.36\ \mathrm{ms}.
\end{equation}
Dividing by $s$ gives a filling time constant of 36 ms. Half coverage takes $\ln2$ of these, or 25 ms, and 99\% coverage takes $\ln100$ of them, or 166 ms. Random arrivals on 10,000 separate sites gave coverages of 50.5\% and 99.1\% at these two times, within the expected scatter.

Surface scientists often quote exposure in langmuir, where one langmuir is $10^{-6}$ Torr\,s. Here $p=7.50$ mTorr, so 99\% coverage needs
\begin{equation}
\frac{(7.50\times10^{-3}\ \mathrm{Torr})(0.166\ \mathrm{s})}
{10^{-6}\ \mathrm{Torr\,s}}\simeq1.2\times10^3
\end{equation}
langmuir. The large number reflects the small $s$ and the wasted late arrivals.

\subsection*{What if the gas is colder than the wafer?}

For the small $s$ used above, and at low pressure, this can matter more than the other gas corrections estimated here. Let arriving molecules have a half-Maxwell distribution at temperature $T_i$. Suppose a fraction $1-s$ returns, with a half-Maxwell distribution at the wall temperature $T_w$. The normal momentum carried per molecule in such a stream is the ratio of the two integrals found above:
\begin{equation}
\frac{m\int_0^\infty v_z^2f\,dv_z}{\int_0^\infty v_zf\,dv_z}
=\frac{kT/2}{\sqrt{kT/(2\pi m)}}
=\frac12\sqrt{2\pi mkT}.
\end{equation}
Adding the arriving and returning streams gives
\begin{equation}
p=\frac J2\left[\sqrt{2\pi mkT_i}
+(1-s)\sqrt{2\pi mkT_w}\right].
\end{equation}
For $T_i=T_w$ and $s=0$ this reduces to Eq.~\eqref{eq:J}. Two departures from that case are useful, both at the same pressure $p$ at the wall.

First, let gas at 300 K strike a non-reacting wall at 500 K. The rate changes by the factor
\begin{equation}
\frac{2}{1+\sqrt{300/500}}=1.127,
\end{equation}
so it rises by 12.7\%, to $3.13\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}$. If gas and wall were both at 300 K, the rise would be 29\%. The 12.7\% is the collisionless limit: it needs the cold surface to be much nearer than the mean free path found below, about 1 cm. Across a wider gap the returning molecules warm the arriving gas and the rise is smaller, roughly 8\% for a gap of one mean free path and 2\% for ten in a simple kinetic model.

Second, let both temperatures be 500 K but let the surface consume a fraction $s=0.01$ of the arrivals. Then $J$ rises by the factor $1/(1-s/2)$, or 0.5\%. Fewer molecules return, so more must arrive to supply the same pressure. This is the value for an empty surface; the effect fades as the sites fill. It also assumes that the reaction releases no gas. One product molecule per reaction, leaving at the wall temperature, would add its own recoil to the total pressure: a product lighter than water reduces the rise, and a heavier one turns it into a fall.

\subsection*{Does the gas behave as assumed?}

To see how far arriving molecules have travelled, treat them as spheres of diameter $d$. Two collide when their centres come within $d$, so a molecule sweeps out a cross-section $\pi d^2$ at its speed relative to the others. The difference of two independent velocities has twice the variance of one, so the mean relative speed is $\sqrt2\,\bar v$. The mean distance between collisions is thus
\begin{equation}
\ell=\frac{\bar v}{n\pi d^2\sqrt2\,\bar v}
=\frac{1}{\sqrt2\,\pi d^2n}.
\end{equation}
With a rough $d=0.4$ nm, $\ell$ is about 10 mm. In pure water vapour at 1 Pa, the temperature of the arriving stream is therefore set by gas up to roughly a centimetre away, not by the layer touching the wafer.

This length is also about $10^5$ times the width of a 100 nm trench. Molecules inside the trench hit its walls far more often than one another. The rate $J$ applies at the opening. In a deep, narrow trench most molecules that reach the bottom hit the side walls first. Once those walls are filled this costs little: for $s=0.01$ and a depth of ten widths the bottom still receives within a few per cent of $J$. While the walls are still reactive they consume molecules on the way down and add surface to be filled, so the times found above are for an open, flat surface.

Attraction and finite molecular size can be estimated from the van der Waals equation. For molar density $c$ and gas constant $R$,
\begin{equation}
p=\frac{cRT}{1-bc}-ac^2
\simeq cRT+(bRT-a)c^2 .
\end{equation}
Solving to first order in the small correction gives
\begin{equation}
c\simeq\frac{p}{RT}\left[1-\left(b-\frac{a}{RT}\right)
\frac{p}{RT}\right].
\end{equation}
Using $a=27R^2T_c^2/(64p_c)$ and $b=RT_c/(8p_c)$, with rough critical values $T_c=650$ K and $p_c=22$ MPa, the density rises by only a few parts in $10^8$. (These $a$ and $b$ are fixed by requiring that the first and second derivatives of $p$ with respect to $c$ vanish at the critical point, where $T=T_c$ and $p=p_c$.) Attraction wins, but the effect is negligible.

Quantum statistics matter when $n\lambda^3$ approaches one, where $\lambda=h/\sqrt{2\pi mkT}$ is the thermal wavelength and $h$ is the Planck constant. Here $\lambda=0.018$ nm and $n\lambda^3=9\times10^{-13}$, so the classical distribution is safe.

\subsection*{Compared with a real water pulse}

A temperature of 500 K is ordinary for thermal deposition of oxide films. Many flow reactors run at a total pressure of roughly 1 Torr, mostly carrier gas, so 1 Pa of water is a modest partial pressure. Use the partial pressure just above the wafer: at fixed temperature, $J$ is proportional to it. Nitrogen or argon carrier gas at 1 Torr shortens the mean free path by roughly a factor of a hundred, to about 0.1 mm. The arriving molecules then come from gas close to the wafer temperature, so the 13\% correction for cold gas largely disappears. Slow supply through the carrier gas can also lower the local water pressure. The pulse length also needs $s$, which depends on the surface chemistry and can change as sites fill. With $J$ and $N$ fixed, a constant $s$ a hundred times smaller makes the pulse a hundred times longer, a far larger change than even the 13\% found for cold gas in the collisionless limit. If 1 Pa is the partial pressure at the wafer, the arriving gas is close to the wafer temperature and $s$ is small, the impingement rate is thus well determined, while the pulse length needs a measured or calculated reaction probability. The remaining digits are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
pressure: 1.000 Pa
pressure, converted: 7.501 mTorr
gas temperature: 500.0 K
molecular mass: 18.015 u
molecular mass in SI: 2.9915e-26 kg
thermal energy kT: 6.9032e-21 J
2 pi m k T: 1.2975e-45 kg^2 m^2/s^2
its square root: 3.6021e-23 kg m/s
number density: 1.4486e+14 cm^-3
mean speed: 766.58 m/s
impingement rate in SI: 2.7761e+22 m^-2 s^-1
impingement rate: 2.7761e+18 cm^-2 s^-1
rate from counted flights: 2.798e+18 cm^-2 s^-1
crude n vbar/6: 1.8508e+18 cm^-2 s^-1
site density (rough): 1.0e+15 cm^-2
reaction probability (rough): 0.010
time for one arrival per site: 0.3602 ms
time to 50% coverage: 24.97 ms
time to 99% coverage: 165.88 ms
simulated coverage at first time: 50.48 %
simulated coverage at second time: 99.12 %
exposure to 99% coverage: 1244.2 langmuir
cold gas temperature: 300.0 K
rate, cold arrivals on hot wall: 3.1288e+18 cm^-2 s^-1
change from cold arrivals: +12.70 %
rate, gas and wall both cold: 3.5840e+18 cm^-2 s^-1
change if both cold: +29.10 %
change from consumption: +0.503 %
collision diameter (rough): 0.40 nm
relative speed / mean speed, sampled: 1.4164
mean free path: 9.71 mm
feature width: 100 nm
mean free path / feature width: 9.71e+04
critical temperature (rough): 650 K
critical pressure (rough): 22 MPa
van der Waals density change: +2.50e-08 (fraction)
thermal wavelength: 0.01839 nm
quantum occupancy n lambda^3: 9.02e-13 (pure number)
\end{verbatim}
